# Upper-level splitting of a spin-triplet defect in an axial magnetic field

## Question

A point defect in a crystal has two unpaired electrons with parallel spins, so its total spin is $S=1$. Its orbital state is non-degenerate and well separated from all others, so the spin alone describes the low-lying levels. With a magnetic field $B$ along the defect axis $z$, the spin Hamiltonian is

$$
H=D\left(S_z^2-\tfrac23\right)+E\left(S_x^2-S_y^2\right)+b\,S_z,\qquad b=\frac{g\mu_B B}{h}.
$$

The spin operators are dimensionless. All energies are divided by Planck's constant $h$ and given in MHz. The axial parameter $D$ measures how the dipolar interaction of the two electrons distinguishes the axis from the plane across it. The transverse parameter $E$ measures how far the $x$ and $y$ directions differ, for example because of strain. Take $E>0$ and $b\ge 0$.

The model parameters are $D=3000$ MHz, $E=5$ MHz, $g=2.0023$ and $B=0.2$ mT. For this $g$, $g\mu_B/h=28.025$ MHz/mT.

### (a) Write $H$ as a matrix in the basis $|{+1}\rangle,\ |0\rangle,\ |{-1}\rangle$ of eigenstates of $S_z$.

**Answer.** The first and third terms of $H$ are diagonal. Since $S_z^2$ equals 1 in $|{\pm1}\rangle$ and 0 in $|0\rangle$, the diagonal elements are

$$
\tfrac{D}{3}+b,\qquad -\tfrac{2D}{3},\qquad \tfrac{D}{3}-b .
$$

For the transverse term, use the ladder operators $S_\pm=S_x\pm iS_y$, which give $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$. Squaring, with the order of the operators kept,

$$
S_x^2=\tfrac14\left(S_+^2+S_-^2+S_+S_-+S_-S_+\right),
$$
$$
S_y^2=-\tfrac14\left(S_+^2+S_-^2-S_+S_--S_-S_+\right).
$$

The mixed products cancel in the difference:

$$
S_x^2-S_y^2=\tfrac12\left(S_+^2+S_-^2\right).
$$

For spin 1, $S_+|m\rangle=\sqrt{2-m(m+1)}\,|m+1\rangle$. Both steps from $m=-1$ to $m=+1$ carry a factor $\sqrt2$, so $S_+^2|{-1}\rangle=2|{+1}\rangle$. The factor 2 cancels the $\tfrac12$, and the matrix element between $|{+1}\rangle$ and $|{-1}\rangle$ is $E$. The state $|0\rangle$ is untouched, because two steps up or down from $m=0$ leave the triplet. Hence

$$
H=\begin{pmatrix}\tfrac D3+b&0&E\\0&-\tfrac{2D}{3}&0\\E&0&\tfrac D3-b\end{pmatrix}.
$$

### (b) Find the three levels. Under what condition do the two field-dependent levels lie above the third, and what is their separation?

**Answer.** The state $|0\rangle$ is an eigenstate with energy $-2D/3$. The other two states form a $2\times2$ block. Its eigenvalues $\varepsilon$ satisfy

$$
\left(\tfrac D3+b-\varepsilon\right)\left(\tfrac D3-b-\varepsilon\right)-E^2=0 .
$$

With $u=\varepsilon-D/3$, the product is $(b-u)(-b-u)=u^2-b^2$, so $u^2=E^2+b^2$ and

$$
\varepsilon_\pm=\tfrac D3\pm R,\qquad R=\sqrt{E^2+b^2}.
$$

Both levels lie above $|0\rangle$ if the lower of them does:

$$
\tfrac D3-R>-\tfrac{2D}{3}\quad\Longleftrightarrow\quad D>R .
$$

Under this condition the separation of the upper two levels is

$$
\Delta=\varepsilon_+-\varepsilon_-=2\sqrt{E^2+b^2}.
$$

The axial parameter decides which levels are the upper two, but it does not enter their separation, because it shifts $|{+1}\rangle$ and $|{-1}\rangle$ equally.

### (c) Evaluate the levels and the separation for the given parameters.

**Answer.** The Zeeman frequency is

$$
b=28.025\times0.2=5.605\ \text{MHz}.
$$

Then $E^2=25.00$ MHz² and $b^2=31.42$ MHz², so

$$
R=\sqrt{25.00+31.42}=7.511\ \text{MHz},\qquad \Delta=2R=15.02\ \text{MHz}.
$$

Since $D=3000$ MHz is far larger than $R$, the condition of part (b) holds. The levels are $-2000$ MHz, $992.489$ MHz and $1007.511$ MHz. To the accuracy that an $E$ of about 5 MHz deserves, the separation is 15 MHz, or 0.062 µeV.

The zero-field splitting alone would be $2E=10$ MHz, and the Zeeman splitting alone would be $2b=11.21$ MHz. They do not add to 21.21 MHz. The field term is diagonal in the block and the transverse term is off-diagonal, so they combine like perpendicular components of a vector of length $R$.

### (d) What is the separation of the upper two levels if $D$ is changed to 5 MHz, or to $-3000$ MHz, with $E$ and $B$ held fixed?

**Answer.** In both cases $D>R$ fails, so $2R$ is no longer the answer to the question asked.

For $D=5$ MHz, $|0\rangle$ lies at $-3.333$ MHz and the other levels at $1.667\pm7.511$ MHz, that is, at $9.178$ and $-5.844$ MHz. The state $|0\rangle$ is now in the middle. The upper separation is

$$
\varepsilon_+-\left(-\tfrac{2D}{3}\right)=D+R=12.51\ \text{MHz}.
$$

This ordering holds for $-R<D<R$.

For $D=-3000$ MHz, $|0\rangle$ lies highest, at $+2000$ MHz, and the pair lies at $-1000\pm7.511$ MHz. The upper separation is

$$
2000-(-1000+7.511)=|D|-R=2992.49\ \text{MHz}.
$$

The pair is still split by 15.02 MHz, but it is now the lower pair. A statement about the upper two levels therefore needs the sign of $D$ as well as its size.

### (e) Obtain the weak-field and strong-field forms of $\Delta$. Does either describe the example well?

**Answer.** For $b\ll E$, take $E$ out of the root and use $\sqrt{1+x}\approx1+x/2$:

$$
\Delta=2E\sqrt{1+\frac{b^2}{E^2}}\approx2E+\frac{b^2}{E}.
$$

There is no term linear in the field. At $B=0$ the eigenstates are equal mixtures of $|{+1}\rangle$ and $|{-1}\rangle$, in which the mean of $S_z$ vanishes, so a weak field has no first-order effect.

For $b\gg E$, take $b$ out instead:

$$
\Delta=2b\sqrt{1+\frac{E^2}{b^2}}\approx2b+\frac{E^2}{b}.
$$

This is the ordinary Zeeman splitting with a correction that fades as the field grows.

In the example $b/E=1.12$, so neither ratio is small. The weak-field form gives $10+31.42/5=16.28$ MHz and the strong-field form gives $11.21+25/5.605=15.67$ MHz. Relative to the full result of 15.02 MHz, these are too large by about 8% and 4%. The full square root is needed.

### (f) The defect is used as a magnetometer. Find how $\Delta$ responds to small changes of $B$ and $E$, and the field that would be inferred if $E$ were ignored.

**Answer.** Differentiate $\Delta=2(E^2+b^2)^{1/2}$, with $db/dB=g\mu_B/h$:

$$
\frac{\partial\Delta}{\partial B}=\frac{2b}{R}\,\frac{g\mu_B}{h},\qquad
\frac{\partial\Delta}{\partial E}=\frac{2E}{R}.
$$

The first derivative is taken at fixed $E$ and the second at fixed $B$. For the example,

$$
\frac{\partial\Delta}{\partial B}=\frac{2(5.605)}{7.511}(28.025)=41.83\ \text{MHz/mT},\qquad
\frac{\partial\Delta}{\partial E}=\frac{10}{7.511}=1.331 .
$$

The field response is about three quarters of its strong-field value, $2g\mu_B/h=56.05$ MHz/mT. It tends to zero as $B\to0$, so for a defect without a nuclear spin, as assumed here, a transverse term makes the splitting a poor measure of very weak fields.

Solving the full formula for the field gives

$$
B=\frac{h}{g\mu_B}\sqrt{\frac{\Delta^2}{4}-E^2}.
$$

If $E$ were set to zero, a measured splitting of 15.02 MHz would be read as $15.02/56.05=0.268$ mT. This is 34% above the true 0.2 mT.

### (g) A weak microwave field along $x$ drives transitions from $|0\rangle$. Find the line frequencies and their relative strengths $|\langle k|S_x|0\rangle|^2$.

**Answer.** The frequencies are the energy differences from $|0\rangle$:

$$
\varepsilon_\pm+\tfrac{2D}{3}=D\pm R,
$$

which gives 2992.489 MHz and 3007.511 MHz. Their difference is $\Delta$, so the separation can be read from two lines that both start from $|0\rangle$.

For the strengths, write $b=R\cos\alpha$ and $E=R\sin\alpha$. Apart from the common shift $D/3$, the block is

$$
R\begin{pmatrix}\cos\alpha&\sin\alpha\\\sin\alpha&-\cos\alpha\end{pmatrix}.
$$

Let $c=\cos(\alpha/2)$ and $s=\sin(\alpha/2)$. Acting on the column $(c,s)$, the matrix gives a first component $R(c\cos\alpha+s\sin\alpha)=R\cos(\alpha-\alpha/2)=Rc$ and a second component $R(c\sin\alpha-s\cos\alpha)=R\sin(\alpha-\alpha/2)=Rs$. The upper state and the state orthogonal to it are therefore

$$
|u\rangle=c|{+1}\rangle+s|{-1}\rangle,\qquad |l\rangle=-s|{+1}\rangle+c|{-1}\rangle .
$$

The weight of $|{+1}\rangle$ in the upper state is $c^2=(1+\cos\alpha)/2=(1+b/R)/2=0.873$.

From the ladder operators, $S_x|0\rangle=(|{+1}\rangle+|{-1}\rangle)/\sqrt2$. Using $c^2+s^2=1$ and $2cs=\sin\alpha=E/R$,

$$
|\langle u|S_x|0\rangle|^2=\frac{(c+s)^2}{2}=\frac12\left(1+\frac ER\right)=0.833,
$$
$$
|\langle l|S_x|0\rangle|^2=\frac{(c-s)^2}{2}=\frac12\left(1-\frac ER\right)=0.167 .
$$

Both lines are allowed, with a strength ratio of about 5 to 1. In the strong-field limit $E/R\to0$ and the strengths become equal. At zero field $E/R=1$, and a drive along $x$ excites the upper line alone. The second line must then be sought with another microwave direction.

### (h) The field is now tilted by 10° from $z$ towards $x$, at fixed magnitude. Find the leading changes of $\Delta$.

**Answer.** The axial component becomes $b\cos\theta=5.605\times0.9848=5.520$ MHz. Keeping this component alone,

$$
\Delta\approx2\sqrt{5^2+5.520^2}=14.90\ \text{MHz}.
$$

The transverse component $b_\perp=b\sin\theta=0.973$ MHz adds $b_\perp S_x$ to $H$. This couples each of $|{\pm1}\rangle$ to $|0\rangle$ with strength $b_\perp/\sqrt2$, across an energy gap close to $D$. In second order, each of the four elements of the upper block gains

$$
\frac{1}{D}\left(\frac{b_\perp}{\sqrt2}\right)^2=\frac{b_\perp^2}{2D}.
$$

With both gaps set to $D$, the two diagonal gains are equal and shift the pair as a whole. The off-diagonal gain adds to $E$. It amounts to $1.6\times10^{-4}$ MHz, which is negligible here. Numerical diagonalization of the full $3\times3$ matrix gives 14.896 MHz, in agreement. A 10° tilt thus lowers the separation by about 0.13 MHz through the loss of axial field; the small gain in $E$ acts the other way. The large $D$ holds the spin to its own axis. This treatment requires both $b_\perp$ and $R$ to be much smaller than $D$, so that both gaps are close to $D$. The small gain in $E$ is the leading correction only if also $b^2\ll ED$, because the gaps $D\pm b$ make the two diagonal gains slightly unequal. Here $b^2$ is 31 MHz² and $ED$ is 15000 MHz².

### (i) The defect contains a nucleus of spin 1, which adds $A\,\mathbf S\cdot\mathbf I+Q I_z^2$ with $A=-2$ MHz and $Q=-5$ MHz. How does the separation depend on the nuclear quantum number $m$? The field is again axial.

**Answer.** The part $A S_zI_z$ acts on the electron spin as an extra axial field, so $b$ is replaced by $b+Am$. The term $Q I_z^2$ adds $Qm^2$ to both members of a pair with the same $m$ and cancels in their separation. The remaining parts, $A(S_xI_x+S_yI_y)$, change the electron spin by one unit and so connect the pair to $|0\rangle$ across the gap $D$. Their effect is of order $A^2/D\approx0.001$ MHz and is dropped. Hence

$$
\Delta_m=2\sqrt{E^2+(b+Am)^2}.
$$

- For $m=+1$, $b+Am=3.605$ MHz and $\Delta_{+1}=12.33$ MHz.
- For $m=0$, the separation remains $\Delta_0=15.02$ MHz.
- For $m=-1$, $b+Am=7.605$ MHz and $\Delta_{-1}=18.20$ MHz.

Numerical diagonalization of the full nine-level Hamiltonian gives the same values to the digits shown. The 15 MHz separation therefore belongs to the pair with $m=0$, or to a defect without such a nucleus.

### (j) Compare the model with a real defect sensor, and judge which neglected effects matter at 300 K.

**Answer.** The parameters lie roughly in the regime of the negatively charged nitrogen-vacancy centre in diamond, which is used to map magnetic fields above electronic chips. Its $D$ is positive and a little below 3 GHz, and its $g$ is close to 2.00. An $E$ of 5 MHz suits strained material such as nanodiamond; it is high for good single crystals, where $E$ is often well below 1 MHz. The hyperfine values in part (i) are rough values for its nitrogen-14 nucleus. That coupling breaks the assumption of an isolated electron spin and moves the separation by about $-2.7$ or $+3.2$ MHz for $m=\pm1$, more than the stray field, the change of $E$ or the 10° tilt considered here.

An uncancelled stray field of 0.05 mT, roughly the size of the Earth's field, is nearly as important if it lies along the defect axis; across the axis it changes $\Delta$ by less than 0.001 MHz. The separations that follow are for the pair with $m=0$. Along the applied field it raises $\Delta$ to 17.21 MHz; against it, it lowers $\Delta$ to 13.06 MHz. If local strain or charge changes $E$ by 1 MHz at fixed $B$, $\Delta$ becomes 16.42 MHz for an increase and 13.77 MHz for a decrease. Each of these effects outweighs the 10° tilt. A large tilt is another matter: the loss of axial field lowers $\Delta$ by 3.1 MHz at 54.7° and by 5.0 MHz at 90°. The defect axes lie along four directions in a single crystal and at random in a nanodiamond powder, so this ranking holds only for defects nearly aligned with the field.

Temperature acts differently. A thermal drift of $D$ shifts both lines together and cancels in $\Delta$, while a small drift of $E$ would enter, for $m=0$, with the factor 1.331 of part (f). At 300 K the ratio $h\Delta/k_BT$, with $\Delta$ as a frequency, is $2.4\times10^{-6}$, so in thermal equilibrium the two upper levels are almost equally populated. This does not change their separation. For the microwave lines, the populations of $|0\rangle$ and of the upper levels must differ, and there the ratio that counts is $hD/k_BT=4.8\times10^{-4}$. This is larger but still small, so thermal populations would give only a weak signal. In the nitrogen-vacancy centre, light is used to pump the spin into $|0\rangle$, from which the microwave lines start. With the nitrogen-14 nucleus, the two lines of part (g) become six, one pair for each $m$. Neighbouring lines are only 1.4 to 1.6 MHz apart, so all six are seen only if the lines are narrower than that; Lorentzian lines 3 MHz wide merge into two broad features. The zero-field rule of part (g) then holds only for $m=0$: the pairs with $m=\pm1$ keep the effective field $Am$, and a drive along $x$ excites their lower line with strength 0.036.

Numerical values quoted here were computed with a short program.
